# Short-range Casimir-Polder potential and the orbit-orbit term

## Problem

Atomic units are used, with $\alpha=1/c$. Neutral atoms A and B in spin-singlet S ground states, with clamped nuclei and negligible overlap, lie a distance $R$ apart along the unit vector $\mathbf n$. Each has the polarizability $a(i\omega)=\sum_n f_n/(\omega_n^2+\omega^2)$, where $\omega_n=E_n-E_0$, $f_n=2\omega_n z_n^2$, $z_n=\langle0|Z|n\rangle$ and $Z=\sum_i z_i$. The electric-dipole Casimir-Polder potential is defined by

$$V=-\frac1{2\pi}\int_0^\infty a_Aa_B\,\mathrm{Tr}\,T^2\,d\omega,\qquad T_{\mu\nu}=(\kappa^2\delta_{\mu\nu}-\partial_\mu\partial_\nu)\frac{e^{-\kappa R}}{R},\qquad \kappa=\alpha\omega .$$

Here $T$ is the retarded dipole tensor at imaginary frequency. "Short range" means atomic size $\ll R\ll 1/(\alpha\omega_n)$ for the $\omega_n$ that carry the oscillator strength.

(a) Expand $V$ through $\alpha^4$.

(b) Find the leading long-range $\alpha^2$ energy of the Breit-Pauli Hamiltonian, whose interatomic orbit-orbit term is
$$H_{oo}=-\alpha^2\sum_{i\in A,\,j\in B}G_{\mu\nu}(\mathbf r_{ij})\,p_{i\mu}p_{j\nu},\qquad G_{\mu\nu}(\mathbf r)=\frac{\delta_{\mu\nu}+\hat r_\mu\hat r_\nu}{2r},$$
and compare with (a).

(c) Evaluate the $R^{-4}$ coefficient for two helium atoms and find where the expansion fails.

## Hints

1. $T$ is diagonal in axes along and across $\mathbf n$. Use $x=\kappa R$.
2. Since $a\sim\omega^{-2}$ at large $\omega$, check which powers of $x$ can be integrated term by term.
3. $H_{oo}$ and the dipole-dipole Coulomb operator both excite the two atoms to P states. The commutator $[H,Z]$ relates their matrix elements.

## Solution

### (a) Expansion

For $\phi=e^{-\kappa R}/R$, $\partial_\mu\partial_\nu\phi=\phi''n_\mu n_\nu+(\phi'/R)(\delta_{\mu\nu}-n_\mu n_\nu)$, with $\phi'=-e^{-x}(1+x)/R^2$ and $\phi''=e^{-x}(2+2x+x^2)/R^3$. The eigenvalues are

$$T_\perp=\kappa^2\phi-\frac{\phi'}{R}=\frac{e^{-x}(1+x+x^2)}{R^3}\ \text{(twice)},\qquad T_\parallel=\kappa^2\phi-\phi''=-\frac{2e^{-x}(1+x)}{R^3}.$$

With $2(1+x+x^2)^2=2+4x+6x^2+4x^3+2x^4$ and $4(1+x)^2=4+8x+4x^2$, the trace is $2K/R^6$, so

$$V=-\frac{1}{\pi R^6}\int_0^\infty a_Aa_BK\,d\omega,\qquad K=e^{-2x}(3+6x+5x^2+2x^3+x^4).$$

Multiplying by $e^{-2x}=1-2x+2x^2-\frac43x^3+\frac23x^4-\frac4{15}x^5+\dots$ gives the coefficients $6-6=0$ for $x$, $5-12+6=-1$ for $x^2$, $2-10+12-4=0$ for $x^3$, $1-4+10-8+2=1$ for $x^4$ and $-2+4-\frac{20}3+4-\frac45=-\frac{22}{15}$ for $x^5$:
$$K=3-x^2+x^4-\tfrac{22}{15}x^5+\dots$$

Partial fractions and $\int_0^\infty d\omega/(s^2+\omega^2)=\pi/2s$ give, for $s,t>0$ and $D=(s^2+\omega^2)(t^2+\omega^2)$,
$$\int_0^\infty\frac{d\omega}{D}=\frac{\pi}{2}\frac{1/s-1/t}{t^2-s^2}=\frac{\pi}{2st(s+t)},\qquad\int_0^\infty\frac{\omega^2d\omega}{D}=\frac\pi2\frac{t-s}{t^2-s^2}=\frac{\pi}{2(s+t)}.$$

The terms $3$ and $-x^2=-\alpha^2R^2\omega^2$ therefore yield $-C_6/R^6+\alpha^2W_4/R^4$, with $n$ on A and $m$ on B:
$$C_6=\frac3\pi\int_0^\infty a_Aa_B\,d\omega=\frac32\sum_{nm}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)},$$
$$W_4=\frac1\pi\int_0^\infty\omega^2a_Aa_B\,d\omega=\frac12\sum_{nm}\frac{f_nf_m}{\omega_n+\omega_m}>0 .$$
The first effect of retardation is repulsive.

The $x^4$ term cannot be treated this way. At large $\omega$, $a\to N/\omega^2$ with $N=\sum_nf_n=\langle0|[Z,[H,Z]]|0\rangle$, which is the electron number because $[H,Z]=-\sum_i\partial_{z_i}$. Hence $\int\omega^4a_Aa_B\,d\omega$ diverges linearly. The exact remainder is $-(\pi R^6)^{-1}\int a_Aa_B(K-3+x^2)\,d\omega$; in it, write $a_Aa_B=N_AN_B/\omega^4+b(\omega)$.

For the first piece, $\omega=x/(\alpha R)$ gives $-N_AN_B\alpha^3I/(\pi R^3)$ with $I=\int_0^\infty(K-3+x^2)x^{-4}dx$. Differentiation confirms the antiderivative
$$F=-\frac{e^{-2x}(1+2x+x^2+x^3/2)}{x^3}+\frac1{x^3}-\frac1x .$$
It vanishes at infinity. Near zero the numerator is $1+(1-4+2)x^2+(\frac12-2+4-\frac43)x^3=1-x^2+\frac76x^3$, so the poles cancel, $F(0)=-\frac76$ and $I=\frac76$. This term comes from $\omega\sim1/(\alpha R)$, far above the atomic frequencies, where the electrons respond as free charges; that is why only $N_AN_B$ enters.

In the second piece $\omega^4b$ falls as $\omega^{-2}$, so $K-3+x^2\to x^4$ is now allowed. Since $\omega^4/D-1=-[(s^2+t^2)\omega^2+s^2t^2]/D$, whose integral is $-\pi(s^2+t^2+st)/[2(s+t)]$, the piece is $+\alpha^4W_2/R^2$ with
$$W_2=\frac12\sum_{nm}f_nf_m\frac{\omega_n^2+\omega_n\omega_m+\omega_m^2}{\omega_n+\omega_m}.$$
At the next order $\omega^5b\to-(N_AS_B+N_BS_A)/\omega$ with $S=\sum_nf_n\omega_n^2$. For finite $S$, as for any finite set of states, this is a logarithm cut off at $\omega\sim1/(\alpha R)$. Thus
$$V=-\frac{C_6}{R^6}+\frac{\alpha^2W_4}{R^4}-\frac{7\alpha^3N_AN_B}{6\pi R^3}+\frac{\alpha^4W_2}{R^2}+O\!\left(\frac{\alpha^5\ln\alpha R}{R}\right).$$
For a finite set of states the integral reduces to sine and cosine integrals of $2\alpha R\omega_n$, so the full series, logarithms included, converges at every $R$; the few terms kept here are useful only at short range. $W_2$ is only the electric-dipole part of order $\alpha^4$.

### (b) Breit-Pauli energy

$G$ is divergence-free: $\partial_\mu(\delta_{\mu\nu}/r)=-r_\nu/r^3$ and $\partial_\mu(r_\mu r_\nu/r^3)=(3+1-3)r_\nu/r^3$ cancel. Operator order in $H_{oo}$ is therefore immaterial. The expectation value in the unperturbed product of real wave functions vanishes: $\psi\,\partial_\mu\psi=\frac12\partial_\mu\psi^2$, and partial integration moves the derivative onto $G$.

The $\alpha^2$ energy thus needs the Coulomb coupling as a second vertex. With $\mathbf P=\sum_i\mathbf p_i$ and $\mathbf r=\sum_i\mathbf r_i$ measured from each nucleus, the leading multipoles are
$$H_{oo}\to-\frac{\alpha^2}{2R}(\delta+nn)_{\mu\nu}P_{A\mu}P_{B\nu},\qquad V_{dd}=\frac{(\delta-3nn)_{\mu\nu}}{R^3}\,r_{A\mu}r_{B\nu}.$$
$V_{dd}$ is $T$ at $\kappa=0$ between dipoles $-\mathbf r_A$ and $-\mathbf r_B$, whose signs cancel; neutrality removes lower Coulomb multipoles. The part of the second-order energy of $V_{dd}+H_{oo}$ linear in each operator consists of two complex-conjugate terms, which are real below, so
$$E=-2\sum_{n\mu,\,m\nu}\frac{\langle00|H_{oo}|n\mu,m\nu\rangle\langle n\mu,m\nu|V_{dd}|00\rangle}{\omega_n+\omega_m}.$$
Here $|n\mu\rangle$ are the three real Cartesian components of P level $n$, with $\langle0|r_\lambda|n\mu\rangle=z_n\delta_{\lambda\mu}$ by isotropy. From $[H,Z]=-iP_z$ and $\langle0|[H,Z]|n\rangle=-\omega_nz_n$ follows $\langle0|P_\lambda|n\mu\rangle=-i\omega_nz_n\delta_{\lambda\mu}$. Two such factors give $(-i)^2=-1$, so
$$\langle00|H_{oo}|n\mu,m\nu\rangle=+\frac{\alpha^2}{2R}(\delta+nn)_{\mu\nu}\,\omega_nz_n\,\omega_mz_m .$$
The tensors have eigenvalues $(1,1,2)$ and $(1,1,-2)$, so their contraction is $1+1-4=-2$. With $\omega_nz_n^2=f_n/2$,
$$E=-2\cdot\frac{\alpha^2}{2R^4}\cdot(-2)\sum_{nm}\frac{f_nf_m/4}{\omega_n+\omega_m}=\frac{\alpha^2}{R^4}\,\frac12\sum_{nm}\frac{f_nf_m}{\omega_n+\omega_m}=\frac{\alpha^2W_4}{R^4}.$$
This is the Meath-Hirschfelder orbit-orbit term, and it equals the $R^{-4}$ term of (a).

The agreement has its origin in $T$. Expanding, $R^3T_\perp=1+\frac12x^2-\frac23x^3+\dots$ and $R^3T_\parallel=-2+x^2-\frac23x^3+\dots$, that is
$$T=\frac{\delta-3nn}{R^3}+\kappa^2\,\frac{\delta+nn}{2R}-\frac23\kappa^3\delta+\dots$$
The $\kappa^2$ tensor is $G(\mathbf R)$, and its cross term with the static tensor in $\mathrm{Tr}\,T^2$ is $2\cdot(-2)\kappa^2/(2R^4)=-2x^2/R^6$, the $-x^2$ of $K$. The $\kappa^3$ tensor contracts to zero with the traceless static one, which removes $x^3$.

No other Breit-Pauli term reaches $\alpha^2R^{-4}$ under the stated assumptions. $H_{oo}$ starts at $R^{-1}$ and the Coulomb coupling at $R^{-3}$, so $R^{-4}$ needs both leading multipoles. The next multipole of either operator is even under inversion of one atom and cannot pair with the leading multipole of the other, which is odd in both, so $R^{-5}$ is absent and corrections begin at $R^{-6}$. One-atom relativistic terms change $f_n$ and $\omega_n$, hence $C_6$, also at $\alpha^2R^{-6}$. Interatomic contact terms need overlap. Interatomic spin terms act on the spin of at least one atom as a vector, whose matrix elements vanish between the singlets that the spin-free Coulomb coupling reaches. For atoms with spin or orbital angular momentum these arguments fail, and first-order magnetic terms in $\alpha^2R^{-3}$ can appear.

A potential that already contains the Breit-Pauli energy therefore needs the dipole retardation correction $V+C_6/R^6-\alpha^2W_4/R^4$; adding $V+C_6/R^6$ would count the orbit-orbit term twice.

### (c) Helium

The $f_n$ and $\omega_n$ come from the nonrelativistic Hamiltonian with infinite nuclear mass. With $u=r_2+r_{12}-r_1$, $v=r_1+r_{12}-r_2$, $w=r_1+r_2-r_{12}$ and $\zeta=1.8\ \mathrm{bohr}^{-1}$, the S basis is $\Phi=L_l(\zeta u)L_j(\zeta v)L_k(2\zeta w)e^{-\zeta(r_1+r_2)}$ with Laguerre polynomials of total degree $l+j+k\le\Omega$. The ${}^1P$ basis is $\mathbf r_1\Phi+\mathbf r_2\tilde\Phi$, where the tilde exchanges the electrons. Diagonalization gives pseudostates that represent bound levels and continuum together.

For $\Omega=12$ (455 P states), $E_0=-2.903724\ E_h$, $a(0)=1.38319$, $N=2.000000$, $C_6=1.46098$, and
$$W_4=0.66331\ \text{a.u.}$$
$\Omega=8,10,12$ give 0.663311, 0.663310, 0.663310. The sum in (b) evaluated with computed momentum elements, without the commutator relation, gives 0.663309. Full CI in an 11s7p3d Gaussian basis gives 0.6642, which is 0.13% above the Laguerre value; its energy $-2.90214\ E_h$ marks it as the poorer basis. Then
$$\alpha^2W_4=5.325135\times10^{-5}\times0.66331=3.5322\times10^{-5}\ E_h\,\mathrm{bohr}^4 .$$
At $R=6$ bohr, division by $6^4=1296$ gives $2.7255\times10^{-8}\ E_h$, or, times $315775$ K$/E_h$, 8.61 mK. This is $8.70\times10^{-4}$ of $C_6/R^6$. The other coefficients are $7\cdot2^2/(6\pi)=1.48545$ and $W_2=6.60$ in this basis. $W_2$ weights the high $\omega_n$ and is not converged to these digits: $\Omega=8,10,12$ give 6.577, 6.593, 6.602, and $\zeta=2.6\ \mathrm{bohr}^{-1}$ at $\Omega=12$ gives 6.612. For like atoms $W_2=N\sum_nf_n\omega_n-\frac12\sum_{nm}f_nf_m\omega_n\omega_m/(\omega_n+\omega_m)$, and inserting the ground-state value $\sum_nf_n\omega_n=\frac23\langle\mathbf P^2\rangle=4.0837$ gives 6.617. The numbers below use 6.60; this 0.2% shift changes those that depend on $W_2$ by at most one unit in the last digit shown. All these are pieces of the dipole potential only; higher multipoles and exchange are not included.

At 6 bohr ($\alpha R=0.0438$) the three retardation terms sum to $(2.7255-0.2672+0.0520)\times10^{-8}=2.510\times10^{-8}\ E_h$, while the full integral gives $V+C_6/R^6=2.493\times10^{-8}\ E_h$; the sum is 0.7% high relative to the integral. The correction to add to a Breit-Pauli potential is $2.4934\times10^{-8}-2.7255\times10^{-8}=-2.32\times10^{-9}\ E_h$. Energies below are in $E_h$.

| $R$/bohr | $V+C_6/R^6$ | three terms | ratio to $W_4$ term |
|---|---|---|---|
| 10 | $3.07\times10^{-9}$ | $3.14\times10^{-9}$ | 0.868 |
| 30 | $3.03\times10^{-11}$ | $4.30\times10^{-11}$ | 0.696 |
| 100 | $1.43\times10^{-13}$ | $1.65\times10^{-12}$ | 0.404 |

The last column is the full $V+C_6/R^6$ divided by $\alpha^2W_4/R^4$. The three-term sum fails earlier than the lowest dipole-allowed excitation, $\omega_1=0.780\ E_h$, suggests. At 30 bohr $\alpha R\omega_1=0.2189\times0.780=0.17$, yet the $R^{-3}$ and $R^{-2}$ terms, $-2.14\times10^{-11}$ and $2.08\times10^{-11}\ E_h$, nearly cancel and the sum is 42% above the integral. The formulas of (a) give the reason. The ratio of those two terms is $\alpha R\,W_2/1.48545=4.4\,\alpha R$. For a single level of frequency $\omega$, $W_2=\frac34N^2\omega$ and the ratio is $\frac{9\pi}{14}\alpha R\,\omega=2.02\,\alpha R\,\omega$. A numerical factor of about 2 therefore combines with an effective frequency $4.4/2.02=2.2\ E_h$, nearly three times $\omega_1$, because $W_2$ carries a positive power of $\omega_n$. This frequency describes only the ratio of these two terms; the error of the sum is the omitted remainder, which starts with the logarithmic term in $S$. A single level with $N=2$ gives a three-term sum 4% too high at 30 bohr for $\omega=0.78\ E_h$ and 66% too high for $\omega=2.2\ E_h$, which brackets the 42% of helium. The program tests the tensor algebra, the series of $K$, the value of $I$, both forms of $W_4$ and the coefficients extracted from the full integral at small $R$ ($W_2$ only to 15%).

## Variation 1: two unlike Drude oscillators

Find $C_6$ and $W_4$ from exact normal modes, for unit masses, charges $\sqrt{f_A},\sqrt{f_B}$ and frequencies $\omega_A,\omega_B$, keeping only the two leading couplings of (b).

Each Cartesian direction has the coupling $kx_Ax_B+gp_Ap_B$, with $k=\sqrt{f_Af_B}\,(1,1,-2)/R^3$ and $g=-\alpha^2\sqrt{f_Af_B}\,(1,1,2)/(2R)$. Hamilton's equations give $\ddot{\mathbf x}=-M_pM_x\mathbf x$, where $M_p$ has diagonal $(1,1)$ and off-diagonal $g$, and $M_x$ has diagonal $(\omega_A^2,\omega_B^2)$ and off-diagonal $k$. Trace and determinant fix the mode frequencies:
$$(\Omega_1+\Omega_2)^2=\omega_A^2+\omega_B^2+2gk+2\sqrt{(1-g^2)(\omega_A^2\omega_B^2-k^2)} .$$
To second order in the couplings, dropping $g^2\sim\alpha^4$, the right side is $(\omega_A+\omega_B)^2+2gk-k^2/(\omega_A\omega_B)$, so the zero-point energy $\frac12(\Omega_1+\Omega_2)$ shifts by $[2gk-k^2/(\omega_A\omega_B)]/[4(\omega_A+\omega_B)]$. Summing directions, $\sum k^2=6f_Af_B/R^6$ and $\sum gk=\alpha^2f_Af_B/R^4$. For $f_A=1.5$, $\omega_A=0.8$, $f_B=0.7$, $\omega_B=1.3$,
$$C_6=\frac{1.5\times1.05}{0.8\times1.3\times2.1}=0.721154,\qquad W_4=\frac{1.05}{2\times2.1}=0.250000 ,$$
which are the one-level cases of (a). Numerical diagonalization at $R=10$ bohr reproduces both.

## Variation 2: the far zone

Find $V$ for $R\gg1/(\alpha\omega_1)$.

$K$ now restricts $\omega$ to $\lesssim1/(\alpha R)\ll\omega_1$, so $a\to a(0)$ with relative corrections of order $(\alpha R\omega_1)^{-2}$. From $\int_0^\infty x^ke^{-2x}dx=k!/2^{k+1}$,
$$\int_0^\infty K\,dx=\tfrac32+\tfrac32+\tfrac54+\tfrac34+\tfrac34=\tfrac{23}4,\qquad V\to-\frac{23\,a_A(0)a_B(0)}{4\pi\alpha R^7}.$$
For helium, $-23\times1.383192^2/(4\pi\times0.0072973526)=-479.86$ a.u., and the full integral at $10^5$ bohr gives $R^7V=-479.858$ against $-479.864$. In this zone $V+C_6/R^6\to C_6/R^6$, which falls faster than $R^{-4}$: the orbit-orbit term is cancelled by the higher orders in $\alpha$, and the Breit-Pauli form does not apply.

## Table of computed values

```
Taylor coefficients of K, x^0..x^5: [3, 0, -1, 0, 1, -22/15]
(delta+nn):(delta-3nn) = -2
int (K-3+x^2)/x^4 dx = 1.1666666667
Drude fA,wA,fB,wB = 1.5 0.8 0.7 1.3 au, R = 10 bohr
Drude C6 modes/integral = 0.721154 0.721154 au
Drude W4 modes/integral = 0.250000 0.250000 au
He basis exponent = 1.80 1/bohr; columns E0/Eh, a(0), C6, W4 (au)
degree  8, 165 P states: -2.90372373 1.383196 1.460984 0.663311
degree 10, 286 P states: -2.90372420 1.383193 1.460979 0.663310
degree 12, 455 P states: -2.90372432 1.383192 1.460978 0.663310
kinetic energy = 2.9037239 Eh, TRK sum N = 2.000000
lowest P pseudostate: w = 0.77994 Eh, f = 0.27746
W4 double sum = 0.663310 au
W4 orbit-orbit (momentum form) = 0.663309 au
alpha = 0.0072973526, alpha^2 = 5.325135e-05
alpha^2 W4 = 3.53221e-05 Eh bohr^4
7N^2/(6 pi) = 1.48545 au, W2 = 6.602 au
from V_CP at R=0.1 bohr: W4~0.66223, R^-3 coef~1.4807, W2~6.457 au
R^7 V_CP at 1e5 bohr = -479.858 au; -23a0^2/(4 pi al) = -479.864 au
FCI 11s7p3d: E0 = -2.90214 Eh, C6 = 1.4636 au, W4 = 0.6642 au
R/bohr, al R; then in Eh: -C6/R^6, W4 term, R^-3 term, W2 term
    6 0.0438: -3.1314e-05 2.7255e-08 -2.6724e-09 5.2003e-10
   exact V_CP+C6/R^6 = 2.4934e-08 Eh, three-term sum = 2.5102e-08 Eh
   exact/W4 term = 0.9149, exact minus W4 term = -2.3204e-09 Eh
   10 0.0730: -1.4610e-06 3.5322e-09 -5.7724e-10 1.8721e-10
   exact V_CP+C6/R^6 = 3.0657e-09 Eh, three-term sum = 3.1422e-09 Eh
   exact/W4 term = 0.8679, exact minus W4 term = -4.6648e-10 Eh
   30 0.2189: -2.0041e-09 4.3608e-11 -2.1379e-11 2.0801e-11
   exact V_CP+C6/R^6 = 3.0344e-11 Eh, three-term sum = 4.3030e-11 Eh
   exact/W4 term = 0.6958, exact minus W4 term = -1.3264e-11 Eh
  100 0.7297: -1.4610e-12 3.5322e-13 -5.7724e-13 1.8721e-12
   exact V_CP+C6/R^6 = 1.4284e-13 Eh, three-term sum = 1.6481e-12 Eh
   exact/W4 term = 0.4044, exact minus W4 term = -2.1038e-13 Eh
1 Eh = 315775.02 K; W4 term at 6 bohr = 8.606 mK
W4 term / |C6 term| at 6 bohr = 8.704e-04
```
